\section*{Sulfur supply from an alloy sheet to its two faces}

\section{Problem}

Alloys for use at high temperature are often protected by a thin oxide scale. Sulfur dissolved in the metal can diffuse to the interface between metal and scale, collect there and weaken the bond. Because a sheet is very thick compared with an atomic layer, even a trace of sulfur in its volume may matter at its surface.

An alloy sheet has thickness $h=1$~mm and density $\rho=8$~g/cm$^3$, and contains 1~ppm of sulfur by weight, so that the sulfur weight fraction is $w=10^{-6}$. The sulfur is initially uniform and free to move. The sheet is wide enough for its edges to be ignored, and its two broad faces take up sulfur equally well.

\begin{enumerate}
\item Show that the sheet can supply about $7.5\times10^{15}$ sulfur atoms per cm$^2$ to each face.
\item How long does it take to deliver most of this supply, if the faces absorb all the sulfur that reaches them? Take the diffusivity of sulfur as $D=10^{-8}$~cm$^2$/s.
\item A saturated interface layer holds $N_{\rm sat}=8\times10^{14}$ sulfur atoms per cm$^2$. How many such layers could the supply fill, and how soon could the first be full?
\end{enumerate}

In the first question, ``can supply'' means the upper limit, reached when all the sulfur has left the metal. It is neither the amount delivered in a given time nor the amount that an interface can hold. The values of $D$ and $N_{\rm sat}$ are rough ones for a nickel-base alloy near 1100~$^\circ$C.

\section{First estimate by scaling}

\paragraph{Supply.} Suppose that one atom in a million is sulfur, and that the host atoms have the molar mass of nickel, 58.7~g/mol. By symmetry each face receives half of the sulfur, so the estimate is
\begin{equation}
N_{\rm est}=10^{-6}\,\frac{\rho h}{2}\,\frac{N_A}{M_{\rm Ni}}
=10^{-6}\times\frac{0.80\times6.022\times10^{23}}{2\times58.7}\ \mathrm{cm^{-2}}
\approx4.1\times10^{15}\ \mathrm{cm^{-2}},
\end{equation}
where $N_A$ is the Avogadro constant and $\rho h=8\times0.1=0.80$~g/cm$^2$. The estimate shows the scaling: the supply is proportional to the sulfur content, the density and the thickness. It treats a weight fraction as an atom fraction, which has to be corrected.

\paragraph{Time to empty the sheet.} Diffusion covers a distance $\ell$ in a time of order $\ell^2/D$. The farthest sulfur is $h/2=0.05$~cm from a face, so
\begin{equation}
t_{\rm est}=\frac{(h/2)^2}{D}=\frac{2.5\times10^{-3}}{10^{-8}}\ \mathrm{s}
=2.5\times10^{5}\ \mathrm{s}\approx69\ \mathrm{h}.
\end{equation}

\paragraph{Time to fill one layer.} If the sulfur concentration is $c$ atoms per unit volume, one layer holds as much sulfur as the metal initially contains down to a depth $\ell=N_{\rm sat}/c$. The corresponding time is of order $\ell^2/D$. Its value needs $c$, which follows from the exact count.

\section{Exact solution}

\subsection{The inventory}

Consider 1~cm$^2$ of sheet seen from above. The metal beneath it has mass $\rho h$ per unit area, and a fraction $w$ of that mass is sulfur. Dividing by the molar mass $M_S=32.06$~g/mol gives moles, and multiplying by $N_A$ gives atoms:
\begin{equation}
N_{\rm sheet}=\frac{w\rho h N_A}{M_S}.
\label{eq:sheet}
\end{equation}
With the numbers inserted,
\begin{align}
w\rho h&=10^{-6}\times0.80=8.0\times10^{-7}\ \mathrm{g/cm^2},\\
\frac{w\rho h}{M_S}&=\frac{8.0\times10^{-7}}{32.06}=2.495\times10^{-8}\ \mathrm{mol/cm^2},\\
N_{\rm sheet}&=2.495\times10^{-8}\times6.022\times10^{23}
=1.503\times10^{16}\ \mathrm{cm^{-2}}.
\end{align}
The volume concentration is this number divided by the thickness:
\begin{equation}
c=\frac{N_{\rm sheet}}{h}=\frac{w\rho N_A}{M_S}=1.503\times10^{17}\ \mathrm{cm^{-3}}.
\end{equation}

The host's atomic mass does not appear. To see why, let $x$ be the atom fraction of sulfur and $M_{\rm host}$ the molar mass of the host. The mean molar mass is $\bar M=xM_S+(1-x)M_{\rm host}$, and the weight fraction is $w=xM_S/\bar M$. Hence $x/\bar M=w/M_S$. The total number of atoms per area is $\rho hN_A/\bar M$, of which a fraction $x$ is sulfur, so
\begin{equation}
x\,\frac{\rho hN_A}{\bar M}=\frac{w\rho hN_A}{M_S}.
\end{equation}
A heavier host has fewer atoms per gram but, at fixed $w$, a larger atom fraction of sulfur. The two changes cancel. One ppm by weight is 1.83 atomic ppm in nickel and 1.74 atomic ppm in iron, yet at the same density and thickness the sulfur count is the same.

\subsection{The share of each face}

Let $n(x,t)$ now be the sulfur concentration at distance $x$ from the left face. It obeys
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2},
\qquad n(0,t)=n(h,t)=0 .
\label{eq:diff}
\end{equation}
The boundary conditions describe faces that absorb all arriving sulfur. The flux out through the left face, counted positive, is $J_L=D\,\partial n/\partial x$ at $x=0$, because the concentration rises into the metal.

To find the total that leaves on the left, multiply the diffusion equation by $1-x/h$, integrate over the sheet, and integrate the right-hand side by parts:
\begin{align}
\frac{d}{dt}\int_0^h\Big(1-\frac xh\Big)n\,dx
&=D\left[\Big(1-\frac xh\Big)\frac{\partial n}{\partial x}\right]_0^h
+\frac Dh\int_0^h\frac{\partial n}{\partial x}\,dx\\
&=-D\left.\frac{\partial n}{\partial x}\right|_{x=0}
+\frac Dh\,[n(h,t)-n(0,t)]=-J_L .
\end{align}
The first bracket vanishes at $x=h$ because of its weight, and the last bracket vanishes because both faces are at zero concentration. After a long time the sheet is empty. Integrating over all time therefore gives
\begin{equation}
N_L=\int_0^\infty J_L\,dt=\int_0^h\Big(1-\frac xh\Big)n(x,0)\,dx .
\label{eq:share}
\end{equation}
A sulfur atom that starts at $x$ thus has the probability $1-x/h$ of leaving on the left. For the uniform start $n(x,0)=c$,
\begin{equation}
N_{\rm face}=c\left[x-\frac{x^2}{2h}\right]_0^h=\frac{ch}{2}
=\frac{w\rho hN_A}{2M_S}=7.51\times10^{15}\ \mathrm{cm^{-2}} .
\label{eq:face}
\end{equation}
This is the required result, about $7.5\times10^{15}$ atoms/cm$^2$ per face, or 75 atoms/nm$^2$. For other sheets it scales as $9.39\times10^{14}$ atoms/cm$^2$ for each ppm by weight, each mm of thickness and each g/cm$^3$ of density.

The factor of one half depends on the stated symmetry, as two other cases show. If all the sulfur starts uniformly in the left half, the mean of $1-x/h$ over $0<x<h/2$ is $1-1/4=3/4$, and the left face receives 75~\%. If instead the start is uniform but the right face is blocked, all the sulfur must leave on the left, which then receives $1.50\times10^{16}$ atoms/cm$^2$. A numerical solution with the sheet divided into 400 cells reproduces the half, the three quarters and the full inventory in these three cases.

\subsection{The release in time}

For the uniform start, expand the solution of (\ref{eq:diff}) in sine functions, which vanish at both faces:
\begin{equation}
n(x,t)=\sum_{m=1}^{\infty}b_m\sin\frac{m\pi x}{h}\;e^{-m^2\pi^2Dt/h^2}.
\end{equation}
Each term satisfies the diffusion equation, since two derivatives in $x$ give the factor $-m^2\pi^2/h^2$. The coefficients follow from $n(x,0)=c$ and the orthogonality of the sines:
\begin{equation}
b_m=\frac2h\int_0^h c\,\sin\frac{m\pi x}{h}\,dx
=\frac{2c}{m\pi}\,(1-\cos m\pi)
=\begin{cases}4c/(m\pi),&m\ \text{odd},\\0,&m\ \text{even}.\end{cases}
\end{equation}
For odd $m$ the integral of $\sin(m\pi x/h)$ over the sheet is $2h/(m\pi)$. The sulfur still in the sheet is then $ch\sum 8/(m^2\pi^2)\,e^{-m^2\pi^2Dt/h^2}$, and the released fraction is
\begin{equation}
F(t)=1-\sum_{m\ \rm odd}\frac{8}{m^2\pi^2}\,e^{-m^2\pi^2Dt/h^2}.
\label{eq:F}
\end{equation}

Late in the release the term $m=1$ dominates, because the next one decays nine times faster. Setting $F=0.9$ and keeping that term,
\begin{equation}
\frac{8}{\pi^2}e^{-\pi^2Dt/h^2}=0.1
\quad\Longrightarrow\quad
t_{90}=\frac{h^2}{\pi^2D}\ln\frac{80}{\pi^2}.
\end{equation}
Here $h^2/D=10^6$~s and the logarithm is 2.09, so $t_{90}\approx2.12\times10^5$~s, or 59~h. After 100~h the released fraction is 97.7~\%. The numerical solution agrees with (\ref{eq:F}) at 5, 20, 60 and 100~h to within 0.001 in $F$.

A blocked face changes the time as well as the supply. The net flux through it is zero, as it is at the mid-plane of a symmetric sheet, which equal numbers of atoms cross in the two directions. The sheet with one open face therefore behaves as half of a sheet of thickness $2h$, and its release takes four times as long.

\subsection{The first saturated layer}

The supply could fill
\begin{equation}
\frac{N_{\rm face}}{N_{\rm sat}}=\frac{7.51\times10^{15}}{8\times10^{14}}\approx9.4
\end{equation}
layers. At early times only the metal near a face has lost sulfur, and the opposite face can be ignored. Try a solution that depends on the single variable $\eta=x/(2\sqrt{Dt})$, so that $n=f(\eta)$. Then
\begin{equation}
\frac{\partial n}{\partial t}=-\frac{\eta}{2t}f',\qquad
D\frac{\partial^2n}{\partial x^2}=\frac{1}{4t}f''
\quad\Longrightarrow\quad f''=-2\eta f' .
\end{equation}
Hence $f'=A e^{-\eta^2}$. The concentration must rise from zero at the face to $c$ deep inside, so $A\int_0^\infty e^{-\eta^2}d\eta=A\sqrt\pi/2=c$, which gives $A=2c/\sqrt\pi$. The flux into the face and its time integral are
\begin{align}
J_L&=D\,\frac{f'(0)}{2\sqrt{Dt}}=c\sqrt{\frac{D}{\pi t}},\\
N_L(t)&=\int_0^tJ_L\,dt'=2c\sqrt{\frac{Dt}{\pi}} .
\label{eq:early}
\end{align}
Setting $N_L=N_{\rm sat}$ and squaring gives
\begin{equation}
t_{\rm fill}=\frac{\pi}{D}\left(\frac{N_{\rm sat}}{2c}\right)^2
=\frac{\pi}{10^{-8}}\left(\frac{8\times10^{14}}{3.006\times10^{17}}\right)^2\mathrm{s}
\approx2.2\times10^3\ \mathrm{s}\approx37\ \mathrm{min}.
\label{eq:fill}
\end{equation}
By then $\sqrt{Dt}$ is about 0.005~cm, a tenth of the half-thickness, so neglecting the other face is justified. The numerical solution for the full sheet delivers $N_{\rm sat}$ at this time to within 0.5~\%.

Within the model, 37~min is the shortest filling time for the given $D$ and $N_{\rm sat}$. A real interface may leave some sulfur in the metal beside it. The boundary concentration is then above zero, the concentration throughout the sheet is at least as high as in the solution used here, and less sulfur has left at any given time. At so low a content the layer need not fill at all. If the fractional coverage $\theta$ is in equilibrium with the atom fraction $x_s$ of sulfur in the adjacent metal, $\theta/(1-\theta)=x_s\,e^{-\Delta G/RT}$, then at 1100~$^\circ$C the final coverage of this sheet is only about 0.27 for a segregation free energy $\Delta G=-140$~kJ/mol and about 0.98 for $-200$~kJ/mol. The 37~min applies only to an interface that binds sulfur strongly enough to act as a perfect sink until it is full.

\section{Comparison of estimate and solution}

\begin{center}
\begin{tabular}{lcc}
\hline
Quantity & Scaling & Solution\\
\hline
Supply per face ($10^{15}$ cm$^{-2}$) & 4.1 & 7.5\\
Time to empty the sheet (h) & 69 & 59 (90 \%)\\
Time to fill one layer (min) & 47 & 37\\
\hline
\end{tabular}
\end{center}

The supply estimate is low by the factor $7.51/4.10=1.83$. This is the ratio of the molar masses of nickel and sulfur: a gram of sulfur contains 1.83 times as many atoms as a gram of nickel. The estimate would be correct if the alloy had a nickel host and contained 1~ppm of sulfur by atoms. The meaning of ``ppm'' therefore has to be known before the number is used.

The scaling time for emptying the sheet has a clear meaning in the solution. At $t=(h/2)^2/D$ the exponent of the leading term is $-\pi^2/4$, and
\begin{equation}
F\approx1-\frac{8}{\pi^2}e^{-\pi^2/4}=1-0.811\times0.085=0.93 .
\end{equation}
The estimate thus marks the time at which 93~\% has left.

For the first layer, the equivalent depth is $\ell=N_{\rm sat}/c=5.3\times10^{-3}$~cm, or 53~$\mu$m, and $\ell^2/D$ is about 47~min. Equation (\ref{eq:fill}) can be written as $t_{\rm fill}=(\pi/4)\,\ell^2/D$, so scaling misses only the factor $\pi/4$.

The early law must not be carried on to late times. Both faces together would release the fraction $2N_L/(ch)=(4/h)\sqrt{Dt/\pi}$, which at 100~h equals 1.35, more than the sheet contains. The series (\ref{eq:F}) gives 0.977, because it includes the depletion of the interior.

The two main results also scale differently with thickness. At fixed $w$, $\rho$ and $D$, halving $h$ halves the supply per face but divides the emptying time by four. The time to fill the first layer does not change, as long as that layer draws on a depth much smaller than the half-thickness.

\section{What changes in a real sheet}

The parameters correspond roughly to a nickel-base alloy that forms an alumina scale near 1100~$^\circ$C. A sheet thickness of 1~mm and a sulfur content of the order of 1~ppm are realistic for such alloys. The diffusivity is only a rough value. If $D$ were three times smaller, the time for 90~\% release would rise from 59 to 177~h, while the total supply would stay the same.

The faces of a real sheet need not absorb without limit. An undisturbed interface that can hold one saturated layer takes at most $8\times10^{14}$ atoms/cm$^2$. With this rough value of $N_{\rm sat}$, at least 89~\% of the inventory cannot enter it. The remainder can leave the metal only if sulfur is carried away or finds other sites, for instance when the scale spalls repeatedly and takes sulfur with it, when sulfur evaporates from bare metal, or when it collects on the surfaces of voids. The figure of 9.4 layers is therefore a measure of the reserve behind the interface, not a predicted coverage or a predicted number of spalling events.

Trapping can reduce the supply of free sulfur. Yttrium binds sulfur strongly. If each yttrium atom held one sulfur atom, the weight of yttrium needed per weight of sulfur would be the ratio of the molar masses, $88.906/32.06=2.77$. Thus 2.77~ppm of yttrium by weight could bind all the sulfur in this sheet. This holds if the binding is complete at the temperature of use and no yttrium is tied up by other elements such as oxygen. It is a balance of atoms, not a recommended addition.

Two geometrical corrections are smaller. A coupon of 20~mm by 10~mm by 1~mm has a volume of 0.20~cm$^3$ and a total surface, edges included, of 4.6~cm$^2$. Its average supply is
\begin{equation}
\frac{1.503\times10^{17}\times0.20}{4.6}\ \mathrm{cm^{-2}}=6.5\times10^{15}\ \mathrm{cm^{-2}},
\end{equation}
which is 13~\% below the value for a wide sheet. This is a mean over unequal surfaces: the narrow edges draw on less metal and receive less than the mean, and the broad faces receive more. Thermal expansion leaves the number of atoms unchanged but enlarges the face. With a rough linear expansion coefficient of $1.6\times10^{-5}$~K$^{-1}$ and a temperature rise of 1080~K, each length grows by the factor 1.017 and each area by $1.017^2$. Per unit of hot area the supply is $7.3\times10^{15}$ atoms/cm$^2$, a reduction of 3.4~\%. The expansion also lowers $c$ by $1.017^3$ and raises $h$ by 1.017, so at fixed $D$ and $N_{\rm sat}$ the filling time rises from 37 to about 41~min and the time for 90~\% release from 59 to about 61~h. Neither correction changes the order of magnitude. The numerical output lists the values behind these comparisons.

\section*{Computed results}
\begin{verbatim}
Sulfur content: 1.0 ppm by weight
Sheet thickness: 1.0 mm
Alloy density: 8.0 g/cm3
Molar mass of sulfur: 32.06 g/mol
Avogadro constant: 6.0221e+23 1/mol
Alloy mass per sheet area: 0.80 g/cm2
Sulfur mass per sheet area: 8.00e-07 g/cm2
Sulfur amount per sheet area: 2.495e-08 mol/cm2
Sulfur atoms per sheet area: 1.503e+16 atoms/cm2
SUPPLY PER FACE: 7.514e+15 atoms/cm2
Supply per face, converted: 75.1 atoms/nm2
Rule per ppm, mm and g/cm3: 9.392e+14 atoms/cm2
Sulfur concentration c: 1.503e+17 atoms/cm3
Sulfur atom fraction, nickel host: 1.831 atomic ppm
Sulfur atom fraction, iron host: 1.742 atomic ppm
Supply by atom fraction, nickel host: 7.514e+15 atoms/cm2
Supply by atom fraction, iron host: 7.514e+15 atoms/cm2
If 1 ppm were atomic, nickel host: 4.104e+15 atoms/cm2
Diffusion model, final supply per face: 7.514e+15 atoms/cm2
One face blocked, other face gets: 1.503e+16 atoms/cm2
Sulfur all in one half, nearer face gets: 75.0 %
Diffusivity (rough): 1.0e-08 cm2/s
Saturated interface layer (rough): 8.0e+14 atoms/cm2
Saturated layers the supply could fill: 9.4
Shortest time to fill one layer: 37 min
Released after 100 h, absorbing faces: 97.7 %
Time for 90 % release: 59 h
Time for 90 % release, D three times smaller: 177 h
Inventory a static interface cannot take: 89 %
Coupon length and width: 20 mm, 10 mm
Coupon average over all faces: 6.53e+15 atoms/cm2
Edge reduction of average: 13.0 %
Expansion coefficient (rough): 1.6e-05 1/K
Temperature rise: 1080 K
Supply per hot face area: 7.26e+15 atoms/cm2
Expansion reduction: 3.4 %
Molar mass of yttrium: 88.906 g/mol
Yttrium to bind all sulfur 1:1: 2.77 ppm by weight
\end{verbatim}
